# Schottky barrier reduction by a thin depleted doped layer: a numerical check

```python
# Result under test: a fully depleted n-type layer (donor density n1, thickness a)
# between a metal and an n-type bulk (density nb) sets the interface field
#   F = q [n1 a + nb (w - a)] / eps_s ,  w = depletion width,
# and the image force lowers the barrier by q sqrt(q F / (4 pi eps_i)).
# eps_s: static permittivity (space charge); eps_i: permittivity of the image force.
# The benefit of the layer is the difference from the same diode without it.
# Internal units: nm, V, eV, nm^-3; fields in V/nm (1 V/nm = 10 MV/cm).
import numpy as np
from scipy import constants as c
from scipy.integrate import quad, solve_ivp, trapezoid
from scipy.optimize import brentq, minimize_scalar

Q = c.e / c.epsilon_0 * 1e9                          # q/eps0 in V nm
H2M = c.hbar**2 / (2 * c.m_e) / c.e * 1e18           # hbar^2/(2 m0) in eV nm^2
EPS_S, EPS_OPT, EPS_HIGH = 10.0, 3.6, 12.0
MASS, PHI, TEMP = 0.28, 1.2, 300.0
A, N1, NB = 10.0, 1e18 * 1e-21, 1e16 * 1e-21
PHONON, F_CRIT = 0.05, 8.0                           # rough: eV, MV/cm


def thermal(temp):
    return c.k * temp / c.e


def band_density(temp):
    return 2 * (2 * np.pi * MASS * c.m_e * c.k * temp / c.h**2)**1.5 * 1e-27


def bending(temp):
    return PHI - thermal(temp) * np.log(band_density(temp) / NB)


def depletion(n1, a, temp=TEMP, eps=EPS_S):
    psi = bending(temp) - thermal(temp)
    w = np.sqrt(a**2 + (2 * eps * psi / Q - n1 * a**2) / NB)
    return w, Q * (n1 * a + NB * (w - a)) / eps


def lowering(field, eps_i):
    return np.sqrt(Q * field / (4 * np.pi * eps_i))


def top_position(field, eps_i):
    return np.sqrt(Q / (16 * np.pi * eps_i * field))


def make_energy(n1, a, eps_i, temp=TEMP):
    """Electron energy from the full two-layer charge plus the image force."""
    w, field = depletion(n1, a, temp)
    total = Q / (2 * EPS_S) * (n1 * a**2 + NB * (w**2 - a**2))

    def energy(x):
        inner = field * x - Q * n1 * x**2 / (2 * EPS_S)
        outer = total - Q * NB * (w - x)**2 / (2 * EPS_S)
        return PHI - np.where(x < a, inner, outer) - Q / (16 * np.pi * eps_i * x)
    return energy, w


def find_top(energy):
    res = minimize_scalar(lambda x: -float(energy(x)), bounds=(0.05, 30.0),
                          method="bounded", options={"xatol": 1e-9})
    return res.x, -res.fun


# --- Interface field: Poisson-Boltzmann equation against the depletion formula
VT = thermal(TEMP)
PSI = bending(TEMP)


def metal_side(psi_a, n1, a):
    """Integrate from the inner edge of the layer to the metal."""
    bulk = psi_a + VT * (np.exp(-psi_a / VT) - 1)
    f_a = np.sign(psi_a) * np.sqrt(2 * Q * NB / EPS_S * max(bulk, 0.0))

    def rhs(s, y):
        return [y[1], Q / EPS_S * (n1 - NB * np.exp(min(-y[0] / VT, 60.0)))]

    def stop(s, y):
        return y[0] + 0.6
    stop.terminal = True
    sol = solve_ivp(rhs, (0, a), [psi_a, f_a], events=stop, rtol=1e-9, atol=1e-11)
    return sol.y[:, -1]


def poisson_field(n1, a):
    root = brentq(lambda p: metal_side(p, n1, a)[0] - PSI, -0.3, PSI + 0.2)
    return metal_side(root, n1, a)[1], root


w1, f1 = depletion(N1, A)
w0, f0 = depletion(NB, A)
f1_pb, psi_edge = poisson_field(N1, A)
f0_pb, _ = poisson_field(NB, A)
assert abs(f1_pb / f1 - 1) < 1e-4 and abs(f0_pb / f0 - 1) < 1e-4
f_half, _ = poisson_field(2 * N1, A / 2)             # same dose, half thickness
assert abs(f_half / f1 - 1) < 0.02
dose_scale = 2 * EPS_S * PSI / (Q * A)
f_over, _ = poisson_field(2 * dose_scale / A, A)     # too much dose to deplete
over_ratio = f_over / (Q * 2 * dose_scale / EPS_S)
assert over_ratio < 0.9


# --- Image energy from the charge induced on the metal surface
def induced_force(x):
    part = quad(lambda t: t / (1 + t * t)**3, 0, np.inf)[0]
    return Q / (4 * np.pi * EPS_S) * part / x**2


work = quad(induced_force, 1.5, np.inf)[0]
assert abs(work / (Q / (16 * np.pi * EPS_S * 1.5)) - 1) < 1e-6

# --- Barrier top: numerical maximum against formula and first correction
tops = {}
for eps_i in (EPS_S, EPS_OPT):
    energy, _ = make_energy(N1, A, eps_i)
    x_num, u_num = find_top(energy)
    x_m = top_position(f1, eps_i)
    correction = Q * N1 * x_m**2 / (2 * EPS_S)
    simple = lowering(f1, eps_i)
    assert abs((PHI - u_num) - (simple - correction)) < 0.12 * correction
    ref_energy, _ = make_energy(NB, A, eps_i)
    ref_num = PHI - find_top(ref_energy)[1]
    assert abs(ref_num / lowering(f0, eps_i) - 1) < 0.01
    tops[eps_i] = (x_m, simple, correction, PHI - u_num, lowering(f0, eps_i), ref_num)

A_THIN = 0.5
thin_energy, _ = make_energy(N1 * A / A_THIN, A_THIN, EPS_S)
thin_num = PHI - find_top(thin_energy)[1]
thin_formula = lowering(depletion(N1 * A / A_THIN, A_THIN)[1], EPS_S)
assert thin_num < 0.8 * thin_formula

gain = {e: tops[e][1] - tops[e][4] for e in tops}


# --- Thermionic flux ratio from the velocity distribution
def flux(barrier):
    v = np.sqrt(2 * barrier / VT)
    return quad(lambda u: u * np.exp(-u * u / 2), v, v + 12, epsabs=0)[0]


for e in gain:
    ratio = flux(PSI - tops[e][1]) / flux(PSI - tops[e][4])
    assert abs(ratio / np.exp(gain[e] / VT) - 1) < 1e-5

# --- Tunnelling through the top, uniform WKB estimate
THETA = (np.arange(200) + 0.5) * np.pi / 200


def wkb_exponent(energy, level, left, top, right):
    x1 = brentq(lambda x: float(energy(x)) - level, left, top)
    x2 = brentq(lambda x: float(energy(x)) - level, top, right)
    half = (x2 - x1) / 2
    x = (x1 + x2) / 2 - half * np.cos(THETA)
    root = np.sqrt(np.maximum(energy(x) - level, 0) * MASS / H2M)
    return 2 * np.sum(root * half * np.sin(THETA)) * np.pi / len(THETA)


def sech_barrier(x):
    return 0.5 / np.cosh(x / 2.0)**2


wkb_t = 1 / (1 + np.exp(wkb_exponent(sech_barrier, 0.4, -20, 0, 20)))
k_in = np.sqrt(MASS * 0.4 / H2M)
strength = np.cosh(np.pi / 2 * np.sqrt(4 * MASS * 0.5 * 2.0**2 / H2M - 1))**2
exact_t = np.sinh(np.pi * k_in * 2.0)**2
exact_t = exact_t / (exact_t + strength)
assert abs(wkb_t / exact_t - 1) < 0.25               # WKB error near a barrier top


def tunnel_shift(n1, a, eps_i, temp=TEMP):
    """Extra barrier reduction (eV) equivalent to the tunnelling current."""
    vt = thermal(temp)
    energy, w = make_energy(n1, a, eps_i, temp)
    x_t, u_t = find_top(energy)
    d = 0.01 * x_t
    curv = (2 * u_t - float(energy(x_t + d)) - float(energy(x_t - d))) / d**2
    quantum = np.sqrt(2 * H2M / MASS * curv)
    near = wkb_exponent(energy, u_t - 5e-4, 1e-3, x_t, w)
    assert abs(near / (2 * np.pi * 5e-4 / quantum) - 1) < 0.05
    depth = np.linspace(0, 0.9 * (u_t - float(energy(w))), 401)
    expo = np.array([0.0] + [wkb_exponent(energy, u_t - q, 1e-3, x_t, w)
                             for q in depth[1:]])
    below = trapezoid(np.exp(depth / vt - np.logaddexp(0, expo)), depth)
    above = quad(lambda h: np.exp(-h / vt) / (1 + np.exp(-2 * np.pi * h / quantum)),
                 0, 40 * vt)[0]
    return vt * np.log((below + above) / vt)


tun1 = {e: tunnel_shift(N1, A, e) for e in gain}
tun0 = {e: tunnel_shift(NB, A, e) for e in gain}
HOT = 500.0
hot_gain = (lowering(depletion(N1, A, HOT)[1], EPS_S)
            - lowering(depletion(NB, A, HOT)[1], EPS_S))
hot_tun = tunnel_shift(N1, A, EPS_S, HOT)
assert hot_tun < tun1[EPS_S]
sweep = []
for factor in (1, 2, 4):
    field = depletion(factor * N1, A)[1]
    sweep.append((factor * N1 * A * 1e14, field * 10,
                  lowering(field, EPS_S) - tops[EPS_S][4],
                  tunnel_shift(factor * N1, A, EPS_S) - tun0[EPS_S]))
assert sweep[0][3] < sweep[1][3] < sweep[2][3]

# --- Random donor positions: spread of the field at the metal
z0 = tops[EPS_S][0]
unit = Q / (2 * np.pi * EPS_S)
spread = unit * np.sqrt(N1 * np.pi / 2 * (1 / z0 - 1 / A))
rng = np.random.default_rng(7)
RADIUS = 100.0
count = int(round(N1 * np.pi * RADIUS**2 * (A - z0)))
samples = []
for _ in range(10):
    z = rng.uniform(z0, A, (4000, count))
    r2 = RADIUS**2 * rng.random((4000, count))
    samples.append(np.sum(unit * z / (r2 + z * z)**1.5, axis=1))
spread_mc = np.std(np.concatenate(samples))
assert abs(spread_mc / spread - 1) < 0.10            # heavy-tailed sampling noise

# --- Remaining sizes
speed = np.sqrt(np.pi * c.k * TEMP / (2 * MASS * c.m_e))
nc = band_density(TEMP)
gain_high = (lowering(depletion(N1, A, eps=EPS_HIGH)[1], EPS_HIGH)
             - lowering(depletion(NB, A, eps=EPS_HIGH)[1], EPS_HIGH))

print(f"Inputs: eps static {EPS_S:.1f}, optical {EPS_OPT:.1f}, mass {MASS:.2f} m0")
print(f"Inputs: barrier {PHI:.2f} eV, T {TEMP:.0f} K, layer {A:.1f} nm")
print(f"Donors: layer {N1*1e21:.2e}, bulk {NB*1e21:.2e} cm^-3")
print(f"Layer dose Ns = {N1*A*1e14:.3e} cm^-2")
print(f"kT = {VT:.5f} eV; Nc = {nc*1e21:.3e} cm^-3")
print(f"Bulk band edge above Fermi level = {PHI-PSI:.4f} eV")
print(f"Band bending = {PSI:.4f} V")
print(f"Depletion width: with layer {w1:.1f} nm, without {w0:.1f} nm")
print(f"Bulk sheet charge N2(W-a) with layer = {NB*(w1-A)*1e14:.3e} cm^-2")
print(f"Field from dose alone = {Q*N1*A/EPS_S*10:.4f} MV/cm")
print(f"Interface field: with {f1*10:.4f}, without {f0*10:.4f} MV/cm")
print(f"Poisson-Boltzmann field with layer = {f1_pb*10:.4f} MV/cm")
print(f"Same dose in {A/2:.1f} nm: field = {f_half*10:.4f} MV/cm")
print(f"Band bending left at inner edge of layer = {psi_edge:.4f} V")
print(f"Dose scale for full depletion = {dose_scale*1e14:.3e} cm^-2")
print(f"At twice that dose: field / full-depletion dose field = {over_ratio:.3f}")
for e, name in ((EPS_S, "static"), (EPS_OPT, "optical")):
    x_m, simple, corr, num, ref, ref_num = tops[e]
    print(f"[{name}] barrier top x_m = {x_m:.3f} nm (no layer {top_position(f0, e):.3f})")
    print(f"[{name}] lowering: with {simple:.4f}, without {ref:.4f} eV")
    print(f"[{name}] field-decay correction = {corr*1000:.2f} meV")
    print(f"[{name}] numerical lowering: with {num:.4f}, without {ref_num:.4f} eV")
    print(f"[{name}] NET REDUCTION: formula {gain[e]:.4f}, numerical {num-ref_num:.4f} eV")
    print(f"[{name}] lowered barrier with layer = {PHI-simple:.4f} eV")
    print(f"[{name}] zero-bias resistance falls by factor {np.exp(gain[e]/VT):.2f}")
    print(f"[{name}] tunnelling shift: with {tun1[e]:.4f}, without {tun0[e]:.4f} eV")
print(f"Dose-only lowering, static = {lowering(Q*N1*A/EPS_S, EPS_S):.4f} eV")
print(f"Layer of {A_THIN:.1f} nm, same dose: formula {thin_formula:.4f} eV, "
      f"numerical {thin_num:.4f} eV")
print("Sweep: dose cm^-2, field MV/cm, net image gain eV, net tunnelling gain eV")
for row in sweep:
    print(f"  {row[0]:.1e}  {row[1]:.4f}  {row[2]:.4f}  {row[3]:.4f}")
print(f"At {HOT:.0f} K, static: net image gain {hot_gain:.4f} eV, "
      f"tunnelling shift {hot_tun:.4f} eV")
print(f"Transit time to static top = {z0*1e-9/speed*1e15:.2f} fs")
print(f"Phonon 1/omega at {PHONON:.3f} eV = {c.hbar/(PHONON*c.e)*1e15:.2f} fs")
print(f"Net reduction with static eps {EPS_HIGH:.1f} = {gain_high:.4f} eV")
print(f"Mean lateral donor spacing = {1/np.sqrt(N1*A):.1f} nm")
print(f"Random-donor field spread: formula {spread*10:.4f}, sampled {spread_mc*10:.4f} MV/cm")
print(f"Spread / interface field = {spread/f1:.3f}")
print(f"Interface field / rough critical field {F_CRIT:.1f} MV/cm = {f1*10/F_CRIT:.4f}")
print(f"Donors / Nc: layer {N1/nc:.3f}, bulk {NB/nc:.5f}")
print("tests ok")
```

Running it gives:

```
Inputs: eps static 10.0, optical 3.6, mass 0.28 m0
Inputs: barrier 1.20 eV, T 300 K, layer 10.0 nm
Donors: layer 1.00e+18, bulk 1.00e+16 cm^-3
Layer dose Ns = 1.000e+12 cm^-2
kT = 0.02585 eV; Nc = 3.718e+18 cm^-3
Bulk band edge above Fermi level = 0.1530 eV
Band bending = 1.0470 V
Depletion width: with layer 320.9 nm, without 336.0 nm
Bulk sheet charge N2(W-a) with layer = 3.109e+11 cm^-2
Field from dose alone = 0.1810 MV/cm
Interface field: with 0.2372, without 0.0608 MV/cm
Poisson-Boltzmann field with layer = 0.2372 MV/cm
Same dose in 5.0 nm: field = 0.2395 MV/cm
Band bending left at inner edge of layer = 0.9003 V
Dose scale for full depletion = 1.157e+13 cm^-2
At twice that dose: field / full-depletion dose field = 0.763
[static] barrier top x_m = 1.232 nm (no layer 2.433)
[static] lowering: with 0.0584, without 0.0296 eV
[static] field-decay correction = 1.37 meV
[static] numerical lowering: with 0.0570, without 0.0295 eV
[static] NET REDUCTION: formula 0.0289, numerical 0.0275 eV
[static] lowered barrier with layer = 1.1416 eV
[static] zero-bias resistance falls by factor 3.05
[static] tunnelling shift: with 0.0094, without 0.0017 eV
[optical] barrier top x_m = 2.053 nm (no layer 4.056)
[optical] lowering: with 0.0974, without 0.0493 eV
[optical] field-decay correction = 3.81 meV
[optical] numerical lowering: with 0.0932, without 0.0492 eV
[optical] NET REDUCTION: formula 0.0481, numerical 0.0441 eV
[optical] lowered barrier with layer = 1.1026 eV
[optical] zero-bias resistance falls by factor 6.43
[optical] tunnelling shift: with 0.0052, without 0.0011 eV
Dose-only lowering, static = 0.0510 eV
Layer of 0.5 nm, same dose: formula 0.0590 eV, numerical 0.0340 eV
Sweep: dose cm^-2, field MV/cm, net image gain eV, net tunnelling gain eV
  1.0e+12  0.2372  0.0289  0.0077
  2.0e+12  0.4153  0.0477  0.0209
  4.0e+12  0.7709  0.0758  0.0592
At 500 K, static: net image gain 0.0294 eV, tunnelling shift 0.0050 eV
Transit time to static top = 7.71 fs
Phonon 1/omega at 0.050 eV = 13.16 fs
Net reduction with static eps 12.0 = 0.0235 eV
Mean lateral donor spacing = 10.0 nm
Random-donor field spread: formula 0.0963, sampled 0.0944 MV/cm
Spread / interface field = 0.406
Interface field / rough critical field 8.0 MV/cm = 0.0297
Donors / Nc: layer 0.269, bulk 0.00269
tests ok
```
